# Why Sommerfeld's spinless energies do not make electron spin irrelevant

**Q.** Sommerfeld quantized the relativistic orbit of a point charge without spin and obtained the energies that the Dirac equation gives. For a one-electron ion, then, spin must be irrelevant to the spectrum.

**A.** The energies do agree. To see what that proves, we need to know which integers enter. How does the orbit formula come about?

**Q.** I use Hartree atomic units, a fixed point nucleus of charge \(Z\), and \(a=Z/c\). Let \(E\) be the energy including the rest energy \(c^2\), and \(\varepsilon=E-c^2\). From \(E=\sqrt{c^4+c^2p^2}-Z/r\),

\[
p^2=\frac{(E+Z/r)^2}{c^2}-c^2=-\lambda^2+\frac{2b}{r}+\frac{a^2}{r^2},\qquad \lambda^2=c^2-\frac{E^2}{c^2},\quad b=\frac{aE}{c}.
\]

The angular momentum is an integer \(k\geq1\). With \(g=\sqrt{k^2-a^2}\), the radial momentum obeys

\[
p_r^2=p^2-\frac{k^2}{r^2}=-\lambda^2+\frac{2b}{r}-\frac{g^2}{r^2}.
\]

Let \(J=\oint p_r\,dr\), and vary \(b\) at fixed \(\lambda,g\). The endpoints contribute nothing because \(p_r=0\) there, so

\[
\frac{\partial J}{\partial b}=\oint\frac{dr}{r\,p_r}=2\int_{r_1}^{r_2}\frac{dr}{\lambda\sqrt{(r_2-r)(r-r_1)}}=\frac{2\pi}{\lambda}.
\]

The last integral is \(\pi/\lambda\), by \(r=\tfrac12(r_1+r_2)-\tfrac12(r_2-r_1)\cos\theta\). The orbit is circular, with \(J=0\), when \(b=g\lambda\). Hence \(J=2\pi(b/\lambda-g)\). Setting \(J=2\pi n_r\) and \(n=n_r+k\) gives

\[
\frac b\lambda=N,\qquad N=n-k+\sqrt{k^2-a^2}.
\]

Since \(b/\lambda=aE/\sqrt{c^4-E^2}\), squaring gives \(a^2E^2=N^2(c^4-E^2)\), and for \(E>0\)

\[
\varepsilon=c^2\left[\left(1+\frac{a^2}{N^2}\right)^{-1/2}-1\right].
\]

There is no spin in this.

**A.** Nor is there a wave. If spin were irrelevant, a relativistic wave equation without spin should give the same energies. Take the Klein-Gordon equation, which replaces \(p^2\) by \(-\nabla^2\) in your squared relation. For a radial function \(u(r)/r\) with orbital angular momentum \(l\),

\[
u''=\left[\frac{s(s+1)}{r^2}-\frac{2b}{r}+\lambda^2\right]u,\qquad s(s+1)=l(l+1)-a^2 .
\]

Put \(u=r^{s+1}e^{-\lambda r}f\). The terms in \(s(s+1)\) and \(\lambda^2\) cancel, leaving

\[
rf''+2(s+1-\lambda r)f'+2[b-\lambda(s+1)]f=0 .
\]

For \(f=\sum_i f_ir^i\), the coefficient of \(r^i\) gives

\[
(i+1)(i+2s+2)f_{i+1}=2[\lambda(i+s+1)-b]f_i .
\]

If the series did not stop, \(f_{i+1}/f_i\) would approach \(2\lambda/i\), so \(f\) would grow like \(e^{2\lambda r}\) and spoil the decay. It must therefore stop at some \(i=\nu\), which requires

\[
\frac b\lambda=\nu+s+1,\qquad \nu=0,1,2,\ldots
\]

Adding \(\tfrac14\) to both sides of the definition of \(s\) gives \((s+\tfrac12)^2=(l+\tfrac12)^2-a^2\). I take the positive root, the less singular solution at the nucleus. With \(n=\nu+l+1\),

\[
\frac b\lambda=n-K+\sqrt{K^2-a^2},\qquad K=l+\tfrac12 .
\]

**Q.** So it is my formula with a half-integer in place of \(k\). Does that matter numerically?

**A.** For the ion with \(Z=50\), the orbit gives a ground-state energy of \(-1294.6\) hartree and the spinless wave equation gives \(-1548.7\). The separation of the two \(n=2\) energies is 11.35 hartree for the orbit and 39.20 for the spinless wave. These values belong to the Klein-Gordon equation. Quantizing the square root \(\sqrt{c^4+c^2p^2}\) directly gives another spinless equation, with about \(-1450.4\) and 28.0 hartree; it also misses the orbit's energies and shares the leading correction derived next.

For small \(a\), \(N\approx n-a^2/(2K)\). Then \(-c^2a^2/(2N^2)\) supplies the leading \(K\)-dependent energy,

\[
-\frac{Z^2a^2}{2n^3K}.
\]

At \(n=2\) the spinless spread is proportional to \(1/\tfrac12-1/\tfrac32=\tfrac43\), and the orbit's to \(1-\tfrac12=\tfrac12\). The ratio is \(8/3\) in this limit; for the Klein-Gordon equation at \(Z=50\) it has risen to 3.45. The Klein-Gordon \(s\) states also need \(a<\tfrac12\), or \(Z<68.5\), for a real square root, while \(K=1\) needs only \(a<1\).

If \(c\to\infty\) at fixed \(Z\), then \(N\to n\) and every choice of \(K\) gives \(-Z^2/(2n^2)\). As far as the energies go, only the relativistic corrections, shifts as well as splittings, tell the theories apart.

**Q.** Then what does the Dirac equation do to restore the integer?

**A.** Label its states by \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\), where \(l\) belongs to the large component. In both cases \(|\kappa|=j+\tfrac12\). After separation of the angles, the large and small radial functions \(\psi=(P,Q)^T\) obey

\[
\psi'=\left(-\frac Br+C\right)\psi,\quad
B=\begin{pmatrix}\kappa&-a\\a&-\kappa\end{pmatrix},\quad
C=\begin{pmatrix}0&c+E/c\\c-E/c&0\end{pmatrix}.
\]

Differentiate once more:

\[
\psi''=\left[\frac{B}{r^2}+\frac{B^2}{r^2}-\frac{BC+CB}{r}+C^2\right]\psi .
\]

Direct multiplication gives three multiples of the unit matrix. First, \(B^2=\kappa^2-a^2\equiv\gamma^2\). Second, \(C^2=(c+E/c)(c-E/c)=\lambda^2\). Third, the off-diagonal elements of \(BC+CB\) cancel, and each diagonal element is \(a(c+E/c)-a(c-E/c)=2b\). Therefore

\[
\psi''=\left[\frac{\gamma^2+B}{r^2}-\frac{2b}{r}+\lambda^2\right]\psi .
\]

The upper diagonal element of \(\gamma^2+B\) is \(\kappa(\kappa+1)-a^2=l(l+1)-a^2\), the spinless centrifugal term. What is new is the off-diagonal \(\mp a\), which comes from differentiating the potential: the electric field couples the two components.

Because \(B^2=\gamma^2\) and \(B\) has zero trace, its eigenvalues are \(\pm\gamma\). In its eigenbasis the components \(u_\pm\) separate, with centrifugal terms

\[
\gamma^2+\gamma=\gamma(\gamma+1),\qquad \gamma^2-\gamma=(\gamma-1)\gamma .
\]

Near the nucleus the first-order pair reduces to \(\psi'\approx-B\psi/r\), so its two solutions start as \(r^{\gamma}\) (led by \(u_-\)) and \(r^{-\gamma}\) (led by \(u_+\)). I take the less singular one, \(r^{\gamma}\). This fixes \(s=\gamma-1\) for \(u_-\) and excludes \(u_+\sim r^{-\gamma}\), leaving \(s=\gamma\) for \(u_+\). The earlier condition \(b/\lambda=\nu+s+1\) reads \(\nu+\gamma\) for \(u_-\) and \(\nu+\gamma+1\) for \(u_+\). Both become \(b/\lambda=n_r+\gamma\), with \(\nu=n_r\) for \(u_-\) and \(\nu=n_r-1\) for \(u_+\), and with \(n=n_r+|\kappa|\),

\[
\frac b\lambda=n-K+\sqrt{K^2-a^2},\qquad K=|\kappa|=j+\tfrac12 .
\]

The spinless wave has \(K=l+\tfrac12\). Coupling the spin changes this to \(l+1\) or \(l\), a shift of \(\pm\tfrac12\). At fixed \(n\) the radial part \(n-K\) moves the opposite way, from \(\nu+\tfrac12\) to \(\nu\) or \(\nu+1\), with \(\nu=n-l-1\). Sommerfeld's rule has neither the wave's two half-integers, radial and angular, nor the spin's shifts, and the omissions compensate in the set of energies.

**Q.** Then my \(k\) is really \(j+\tfrac12\). But the energies are still the same set. Can the level counts differ?

**A.** The number of distinct energies does not: \(K=1,\ldots,n\) gives \(n\) of them in both theories. The number of levels labelled by \(l\) and \(j\) does, because two signs of \(\kappa\) can share one \(K\). We must check when both occur.

For \(n_r=0\), \(b/\lambda=\gamma\) is too small for \(u_+\), which needs at least \(\gamma+1\). Only \(u_-\) remains, so \(P=p\,r^\gamma e^{-\lambda r}\) and \(Q=q\,r^\gamma e^{-\lambda r}\). The first radial equation, sorted by powers of \(r\), requires

\[
(\gamma+\kappa)p=aq,\qquad -\lambda p=(c+E/c)q .
\]

The second relation makes \(q/p\) negative. Since \(\gamma<|\kappa|\), the first gives \(q/p\) the sign of \(\kappa\). Thus \(\kappa>0\) is excluded. For \(\kappa<0\), \(b/\lambda=\gamma\) means \(E=c^2\gamma/|\kappa|\) and \(\lambda=ca/|\kappa|\), and both relations give \(q/p=-a/(\gamma+|\kappa|)\). The second radial equation then holds too, by \(\gamma^2-\kappa^2=-a^2\) and \(\lambda^2=c^2-E^2/c^2\).

For \(n_r\geq1\), write \(C\) in the eigenbasis of \(B\). Its trace is zero, and the trace of \(BC\) is \(2b\), so \(C_{++}=-C_{--}=b/\gamma\). The first-order equations are

\[
\begin{aligned}
u_-'&=\left(\frac\gamma r-\frac b\gamma\right)u_-+C_{-+}u_+,\\
u_+'&=\left(-\frac\gamma r+\frac b\gamma\right)u_++C_{+-}u_- .
\end{aligned}
\]

From \(C^2=\lambda^2\),

\[
C_{+-}C_{-+}=\lambda^2-\frac{b^2}{\gamma^2}=\lambda^2\left[1-\frac{(n_r+\gamma)^2}{\gamma^2}\right]\neq0 .
\]

We can therefore take the decaying \(u_-\) and let the first equation define \(u_+\). Inserting that into the second returns the second-order equation for \(u_-\), which is already satisfied. This works for either sign of \(\kappa\).

So each \(K<n\) has two levels and \(K=n\) has one: \(2n-1\) labelled levels. Each level has \(2j+1=2K\) states, and the total is

\[
\sum_{K=1}^{n-1}4K+2n=2n(n-1)+2n=2n^2 .
\]

**Q.** Space quantization of my orbits also gives several orientations.

**A.** It does, but not these numbers. With projections \(m=\pm1,\ldots,\pm k\) there are \(2k\) orientations, and summing over \(k\) gives \(n(n+1)\). Admitting \(m=0\) adds one for each \(k\), giving \(n(n+2)\). At \(n=3\) these are 12 and 15, against 18 Dirac states.

There are accidental agreements. The first count gives 2 at \(n=1\), and the second gives 8 at \(n=2\). Yet that 8 is divided as \(3+5\) between the two energies, while Dirac's is \(4+4\).

**Q.** A spectrum shows lines, not state counts. With the same energies, the lines should coincide.

**A.** That depends on which transitions are allowed. What does your orbit radiate?

**Q.** The angle swept in one radial period \(T\) is \(\Delta\varphi=\oint k\,dr/(r^2p_r)\), because \(d\varphi/dr=(k/r^2)/p_r\). This is \(-\partial J/\partial k\) at fixed energy, so

\[
\Delta\varphi=\frac{2\pi k}{\sqrt{k^2-a^2}} .
\]

With \(z=x+iy\), the orbit repeats after \(T\) apart from this rotation: \(z(t+T)=e^{i\Delta\varphi}z(t)\). Hence \(z\) contains the frequencies \(\Delta\varphi/T+2\pi q/T\), with integer \(q\). The mean rotation enters once, while the radial frequency may enter any number of times. By the correspondence principle, \(k\) changes by \(\pm1\) and \(n_r\) is unrestricted.

**A.** For Dirac states, the electric dipole carries one unit of angular momentum and odd parity. Thus \(\Delta j=0,\pm1\), and \(l\) changes by an odd number. As \(l=j\pm\tfrac12\), it can change by at most 2, so \(\Delta l=\pm1\). In terms of \(K\), the rule is \(\Delta K=0,\pm1\), and the case \(\Delta K=0\) is missing from yours.

Take \(n=2\to1\) at \(Z=50\). Your rule allows only \(k=2\to1\):

\[
-315.14-(-1294.63)=979.49\ \text{hartree},
\]

or 979.48 before the energies are rounded. Dirac's rule allows this as \(2p_{3/2}\to1s_{1/2}\), and also \(2p_{1/2}\to1s_{1/2}\), with \(K=1\to1\):

\[
-326.49-(-1294.63)=968.14\ \text{hartree},
\]

968.13 unrounded. The lines lie at 26.65 and 26.34 keV, separated by 11.35 hartree, or about 309 eV. These are point-nucleus Dirac-Coulomb values; nuclear size, recoil and quantum-electrodynamic corrections are left out. For a real tin ion they lower both lines by roughly 35 eV, mostly through the \(1s\) self-energy, which changes the last digit shown; the separation moves by less than 1 eV.

**Q.** Could the extra line be too weak to matter?

**A.** Not on angular grounds. Sum the squared matrix elements of the unit vector \(\mathbf r/r\) over all final \(s\) states. Rotational symmetry and independence of spin give the same value for every \(p\) state, namely \(\tfrac13\), as the \(m=0\) state shows. The four \(2p_{3/2}\) states contribute \(\tfrac43\) and the two \(2p_{1/2}\) states \(\tfrac23\), a ratio of 2:1. Actual intensities also contain radial integrals and frequency factors, which I have not included.

For \(n=3\to2\), your rule gives three lines: \(k=1\to2\), \(2\to1\) and \(3\to2\). Dirac's adds \(K=1\to1\) and \(2\to2\), making five distinct lines. They have seven components, because \(1\to1\) contains \(3s_{1/2}\to2p_{1/2}\) and \(3p_{1/2}\to2s_{1/2}\), while \(2\to1\) contains \(3p_{3/2}\to2s_{1/2}\) and \(3d_{3/2}\to2p_{1/2}\). The count of five rests on the exact degeneracy of levels with equal \(n\) and \(j\); in a real ion nuclear size and radiative corrections lift it (\(2s_{1/2}\) lies about 5 eV above \(2p_{1/2}\) at \(Z=50\)), and the paired components separate slightly. The numerical output lists the energies and counts.

**Q.** Then I must withdraw the inference. My formula has the right energies because its integer happens to run over the values of \(j+\tfrac12\). A wave without spin misses those energies, and my orbits miscount the states and miss lines.

## Computed results

```
Z = 50, c = 137.035999 a.u., a = Z/c = 0.364868
sqrt(K^2-a^2): K=1 0.931059, K=2 1.966436
Energies in hartree: orbit action integral / Dirac shooting
 n=1 kappa=-1 l=0 j=1/2 K=1: -1294.6261 / -1294.6261
 n=2 kappa=-2 l=1 j=3/2 K=2: -315.1444 / -315.1444
 n=2 kappa=-1 l=0 j=1/2 K=1: -326.4948 / -326.4948
 n=2 kappa=+1 l=1 j=1/2 K=1: -326.4948 / -326.4948
 n=3 kappa=-3 l=2 j=5/2 K=3: -139.4063 / -139.4063
 n=3 kappa=-2 l=1 j=3/2 K=2: -140.4579 / -140.4579
 n=3 kappa=-1 l=0 j=1/2 K=1: -143.8298 / -143.8298
 n=3 kappa=+1 l=1 j=1/2 K=1: -143.8298 / -143.8298
 n=3 kappa=+2 l=2 j=3/2 K=2: -140.4579 / -140.4579
Klein-Gordon (spinless wave) energies in hartree, shooting
 n=1 l=0 K=0.5: -1548.6561
 n=2 l=0 K=0.5: -357.9618
 n=2 l=1 K=1.5: -318.7653
 n=3 l=0 K=0.5: -152.8882
 n=3 l=1 K=1.5: -141.5399
 n=3 l=2 K=2.5: -139.8238
Counts per n: distinct energies orbit, Dirac; labelled Dirac levels;
 states Dirac; orbits without m=0, with m=0; Klein-Gordon states
 n=1: 1, 1; 1; 2; 2, 3; 1
 n=2: 2, 2; 3; 8; 6, 8; 4
 n=3: 3, 3; 5; 18; 12, 15; 9
Lines n=2->1: orbit 1, Dirac distinct 2, Dirac components 2
Lines n=3->2: orbit 3, Dirac distinct 5, Dirac components 7
2p1/2->1s1/2: 968.1313 hartree = 26.3442 keV (absent for orbits)
2p3/2->1s1/2: 979.4818 hartree = 26.6531 keV
Orbit line n=2->1: 979.4818 hartree
Doublet splitting: 11.3504 hartree = 308.86 eV
Angular strengths to 1s1/2: 2p3/2 1.333333, 2p1/2 0.666667, ratio 2.000000
n=2 spread, Z=50: Klein-Gordon 39.1965, Dirac 11.3504 hartree, ratio 3.4533
n=2 spread ratio Klein-Gordon/Dirac at Z=1: 2.66687
Klein-Gordon s states need Z < c/2 = 68.52
Orbit n=2 k=1: radial period 0.019076 a.u., angle per period 6.748426 rad (formula 6.748426)
```
